\section*{Second-Sound Speed in a Phonon Gas with Several Debye Branches}

\section*{The problem}

In a crystal where phonons collide often with one another but rarely lose their total crystal momentum, a temperature disturbance can travel as a wave, called second sound. The task is to find its speed when the phonons belong to several branches with different velocities.

The solid is isotropic. Branch $i$ has the dispersion $\omega_i=c_i k$, and each polarisation counts as a separate branch, so two degenerate transverse polarisations appear twice in every sum. Collisions that conserve crystal momentum are called normal; those that do not are called resistive. Until part (g), resistive collisions are neglected and normal collisions are taken to be much faster than the wave. Energies exclude the zero-point part, and all densities are per unit volume.

\section*{(a) The state that normal collisions leave unchanged}

\textbf{Question.} Show that normal three-phonon collisions leave a Bose distribution with a drift velocity unchanged. Must all branches have the same temperature and drift?

\textbf{Solution.} Consider the distribution
\begin{equation}
n_i(\mathbf k)=\frac{1}{e^{X_i}-1},\qquad
X_i=\frac{\hbar\omega_i-\hbar\mathbf k\cdot\mathbf u}{k_BT},
\label{drift}
\end{equation}
with $|\mathbf u|$ below every $c_i$, so that $X_i>0$. In a process $1+2\leftrightarrow3$ the forward rate is proportional to $n_1n_2(1+n_3)$ and the backward rate to $(1+n_1)(1+n_2)n_3$, with the same matrix element. Since $(1+n)/n=e^{X}$,
\begin{equation}
\frac{\text{backward}}{\text{forward}}=e^{X_1+X_2-X_3}.
\end{equation}
A normal process has $\omega_1+\omega_2=\omega_3$ and $\mathbf k_1+\mathbf k_2=\mathbf k_3$. The exponent is then zero and the two rates cancel.

Now let two transverse phonons merge into a longitudinal one, and give the branches different drifts $\mathbf u_T$ and $\mathbf u_L$ at one temperature. The exponent becomes
\begin{equation}
X_1+X_2-X_3=-\frac{\hbar\mathbf k_3\cdot(\mathbf u_T-\mathbf u_L)}{k_BT},
\end{equation}
which does not vanish for general $\mathbf k_3$. Different temperatures without drift would leave $(\hbar\omega_3/k_B)(1/T_T-1/T_L)$, which is also nonzero. The process is kinematically allowed: it requires $c_T(k_1+k_2)=c_L|\mathbf k_1+\mathbf k_2|$, and for $c_T<c_L$ and $k_1=k_2$ this fixes an angle between the two wavevectors. Collisions that couple the branches therefore impose a common $T$ and a common $\mathbf u$, provided they have time to act. Part (f) examines what happens when they do not.

\section*{(b) Densities and fluxes in a weak wave}

\textbf{Question.} Write the balance equations for energy and crystal momentum, and find the densities and fluxes to first order in $\mathbf u$ and $\delta T$.

\textbf{Solution.} The Boltzmann equation is $\partial_tn_i+c_i\hat{\mathbf k}\cdot\nabla n_i=N_i$, where $N_i$ is the normal collision term. Multiply it by $\hbar\omega_i$ or by $\hbar\mathbf k$, integrate over $\mathbf k$ and sum over branches. The collision term drops out because both quantities are conserved:
\begin{equation}
\partial_tE+\nabla\cdot\mathbf Q=0,\qquad
\partial_tP_a+\partial_b\Pi_{ab}=0.
\label{balance}
\end{equation}
With $\int_{\mathbf k}=\int d^3k/(2\pi)^3$, the momentum density and the fluxes are
\begin{equation}
\mathbf P=\sum_i\int_{\mathbf k}\hbar\mathbf k\,n_i,\quad
\mathbf Q=\sum_i\int_{\mathbf k}\hbar\omega_i c_i\hat{\mathbf k}\,n_i,\quad
\Pi_{ab}=\sum_i\int_{\mathbf k}\hbar k_a c_i\hat k_b\,n_i .
\end{equation}

Let $\varepsilon=\hbar c_ik$, let $n_0(\varepsilon)$ be the Bose function at rest, and define $g=-\partial n_0/\partial\varepsilon>0$. Because $n_0$ depends on $\varepsilon/T$ alone, $\partial n_0/\partial T=(\varepsilon/T)g$. The drift lowers the argument $\varepsilon$ by $\hbar\mathbf k\cdot\mathbf u$, which adds $g\,\hbar\mathbf k\cdot\mathbf u$. Hence
\begin{equation}
\delta n_i=g\left(\frac{\varepsilon}{T}\,\delta T+\hbar\mathbf k\cdot\mathbf u\right).
\label{dn}
\end{equation}
This requires $|\delta T|\ll T$ and $|\mathbf u|\ll c_i$ for every branch.

The heat capacity of branch $i$ follows from the first term:
\begin{equation}
C_i=\frac1T\int_{\mathbf k}\varepsilon^2g,\qquad C=\sum_iC_i .
\label{Ci}
\end{equation}
The remaining moments use the angular average $\hat k_a\hat k_b\to\delta_{ab}/3$ and the relation $\hbar k=\varepsilon/c_i$. The drift term gives
\begin{align}
\mathbf P&=\frac{\mathbf u}{3}\sum_i\int_{\mathbf k}\hbar^2k^2g
=\rho\,\mathbf u,\qquad \rho=\frac T3\sum_i\frac{C_i}{c_i^2},\label{rho}\\
\mathbf Q&=\frac{\mathbf u}{3}\sum_i\int_{\mathbf k}\varepsilon\,c_i\hbar k\,g
=\frac{TC}{3}\,\mathbf u,\label{Q}
\end{align}
and the temperature term gives
\begin{equation}
\delta\Pi_{ab}=\frac{\delta_{ab}}{3}\,\frac{\delta T}{T}\sum_i\int_{\mathbf k}\hbar k\,c_i\,\varepsilon g
=\frac C3\,\delta T\,\delta_{ab}.
\label{Pi}
\end{equation}
The other contributions vanish because their integrands are odd in $\mathbf k$: a drift does not change $E$ or $\Pi_{ab}$ at first order, and $\delta T$ produces neither $\mathbf P$ nor $\mathbf Q$. Thus $\delta E=C\,\delta T$.

The quantity $\rho$ is the inertia of the drifting gas. It has the unit of a mass density, but it measures crystal momentum per drift velocity and is not the density of the solid. Velocities enter it differently from the heat flux: a slow branch carries more crystal momentum for the same heat capacity.

\section*{(c) The wave equation}

\textbf{Question.} Eliminate the drift and express the wave speed through the heat capacities and velocities of the branches.

\textbf{Solution.} Inserting the moments into (\ref{balance}) gives
\begin{align}
C\,\partial_t\delta T+\frac{TC}{3}\nabla\cdot\mathbf u&=0,\label{heat}\\
\rho\,\partial_t\mathbf u+\frac C3\nabla\delta T&=0.\label{mom}
\end{align}
Differentiate (\ref{heat}) with respect to time and replace $\partial_t\mathbf u$ by $-(C/3\rho)\nabla\delta T$ from (\ref{mom}):
\begin{equation}
C\,\partial_t^2\delta T=\frac{TC}{3}\,\frac{C}{3\rho}\,\nabla^2\delta T .
\end{equation}
This is a wave equation with squared speed $TC/(9\rho)$. Using (\ref{rho}) for $\rho$, the factor $T$ cancels:
\begin{equation}
c_{II}^2=\frac{TC}{9\rho}=\frac13\,\frac{\sum_iC_i}{\sum_iC_i/c_i^2}.
\label{general}
\end{equation}
The wave is longitudinal. A drift with $\nabla\cdot\mathbf u=0$ changes no temperature, and by (\ref{mom}) it feels no restoring force.

Low temperature has not yet been used. Equation (\ref{general}) also holds if the wavevectors are restricted to a sphere $k<k_D$, since the angular averages are unaffected, as long as crystal momentum is conserved.

\section*{(d) The low-temperature law}

\textbf{Question.} Evaluate (\ref{general}) when $T$ is far below the Debye temperature of every branch.

\textbf{Solution.} Thermal phonons then have wavevectors far below $k_D$, and the upper limit of the integral can be moved to infinity. With $x=\hbar c_ik/(k_BT)$,
\begin{equation}
E_i=\frac{1}{2\pi^2}\int_0^\infty\frac{\hbar c_ik^3\,dk}{e^{x}-1}
=\frac{(k_BT)^4}{2\pi^2\hbar^3c_i^3}\int_0^\infty\frac{x^3dx}{e^x-1}.
\end{equation}
Expanding the Bose function in powers of $e^{-x}$ turns the last integral into $6\sum_{m\ge1}m^{-4}=\pi^4/15$. Therefore
\begin{equation}
E_i=\frac{\pi^2(k_BT)^4}{30\hbar^3c_i^3},\qquad
C_i=\frac{dE_i}{dT}=\frac{4E_i}{T}\propto c_i^{-3}.
\label{debye}
\end{equation}
The common factor cancels in (\ref{general}), which leaves
\begin{equation}
\boxed{\,c_{II}^2=\frac13\,\frac{\sum_ic_i^{-3}}{\sum_ic_i^{-5}}\,}
\label{law}
\end{equation}
The inverse cubes come from the density of modes at a given energy. The two further powers in the denominator come from the inertia, because crystal momentum at fixed energy is proportional to $1/c_i$ and enters $\rho$ squared.

\section*{(e) Limits and a numerical case}

\textbf{Question.} Between which limits does $c_{II}$ lie? For two transverse branches and a faster longitudinal one, how far can it rise above $c_T/\sqrt3$? Evaluate it for $c_T=3000$ m/s, $c_L=5000$ m/s and $T=10$ K. Can one average velocity replace the branches?

\textbf{Solution.} Inverting (\ref{law}) gives
\begin{equation}
\frac{1}{3c_{II}^2}=\frac{\sum_ic_i^{-3}\,c_i^{-2}}{\sum_ic_i^{-3}},
\label{mean}
\end{equation}
a mean of $c_i^{-2}$ with positive weights $c_i^{-3}$. Hence $c_{II}$ lies between the smallest and the largest $c_i/\sqrt3$. If all velocities equal $c$, it is $c/\sqrt3$.

For the transverse pair and the longitudinal branch, let $r=c_T/c_L<1$. Taking $c_T^{-3}$ out of the numerator of (\ref{law}) and $c_T^{-5}$ out of the denominator,
\begin{equation}
c_{II}=\frac{c_T}{\sqrt3}\sqrt{\frac{2+r^3}{2+r^5}} .
\end{equation}
The fraction under the root equals 1 at $r=0$ and at $r=1$, and exceeds 1 between them. It is stationary where
\begin{equation}
3r^2(2+r^5)-5r^4(2+r^3)=0
\quad\Longrightarrow\quad 5r^2+r^5=3 .
\end{equation}
The left side of the last equation increases with $r$, so there is a single root, $r=0.7445$, and it is the maximum. There $c_{II}$ exceeds $c_T/\sqrt3$ by 4.04 percent. The transverse branches fix the speed to within this margin, whatever the value of $c_L>c_T$.

In the numerical case the heat capacity is $1510.0$ J/(m$^3$\,K) for each transverse branch and $326.2$ J/(m$^3$\,K) for the longitudinal one, in total $3346.2$ J/(m$^3$\,K). The inertia is
\begin{equation}
\rho=(2\times5.5926+0.43488)\times10^{-4}=1.1620\times10^{-3}\ \text{kg/m}^3 .
\end{equation}
The longitudinal branch supplies about 10 percent of the heat capacity but only about 4 percent of the inertia, which is why it raises the speed slightly. From (\ref{general}),
\begin{equation}
c_{II}^2=\frac{10\times3346.2}{9\times1.1620\times10^{-3}}
=3.200\times10^6\ \text{m}^2/\text{s}^2,
\end{equation}
so $c_{II}=1789$ m/s. The velocity sums give the same value:
\begin{equation}
c_{II}^2=\frac13\,\frac{8.2074\times10^{-11}}{8.5505\times10^{-18}}
=3.200\times10^6\ \text{m}^2/\text{s}^2 .
\end{equation}
For comparison, $c_T/\sqrt3=1732$ m/s.

The Debye mean speed, defined for $N$ branches by $c_D^{-3}=N^{-1}\sum_ic_i^{-3}$, reproduces the total heat capacity. Here it is 3319 m/s, and $c_D/\sqrt3=1916$ m/s, about 7 percent above $c_{II}$. The sign of the difference is general. With $a_i=c_i^{-3}$, convexity of $a^{5/3}$ gives
\begin{equation}
\frac1N\sum_ia_i^{5/3}\ge\left(\frac1N\sum_ia_i\right)^{5/3}
\quad\Longrightarrow\quad
\frac{\sum_ic_i^{-5}}{\sum_ic_i^{-3}}\ge c_D^{-2},
\end{equation}
and hence $c_{II}\le c_D/\sqrt3$, with equality for equal velocities. The Debye mean accounts for the heat capacity but underestimates the inertia.

\section*{(f) What if the branches drift separately?}

\textbf{Question.} Suppose the branches share a temperature, but each conserves its own crystal momentum. Find the new speed, and the condition that decides between the two cases.

\textbf{Solution.} Each branch now has its own drift $\mathbf u_i$ and inertia $\rho_i=TC_i/(3c_i^2)$. The balances are
\begin{equation}
C\,\partial_t\delta T+\frac T3\sum_iC_i\nabla\cdot\mathbf u_i=0,\qquad
\rho_i\,\partial_t\mathbf u_i+\frac{C_i}{3}\nabla\delta T=0 .
\end{equation}
The second equation gives $\partial_t\mathbf u_i=-(c_i^2/T)\nabla\delta T$. Putting this into the time derivative of the first,
\begin{equation}
C\,\partial_t^2\delta T=\frac13\sum_iC_ic_i^2\,\nabla^2\delta T ,
\end{equation}
and with $C_i\propto c_i^{-3}$ the squared speed is
\begin{equation}
c_{\rm sep}^2=\frac13\,\frac{\sum_ic_i^{-1}}{\sum_ic_i^{-3}} .
\label{sep}
\end{equation}
Let angle brackets denote the mean with weights $c_i^{-3}$. Then $3c_{\rm sep}^2=\langle c^2\rangle$ and $3c_{II}^2=1/\langle c^{-2}\rangle$. The Cauchy--Schwarz inequality, $1=\langle c\,c^{-1}\rangle^2\le\langle c^2\rangle\langle c^{-2}\rangle$, shows that $c_{\rm sep}\ge c_{II}$. In the numerical case $c_{\rm sep}=1876$ m/s, about 5 percent above $c_{II}$.

To see which case applies, let the transverse pair and the longitudinal branch exchange momentum through a drag force density $K(\mathbf u_T-\mathbf u_L)$. With $\rho_T$ the inertia of the pair, the accelerations are
\begin{align}
\partial_t\mathbf u_T&=-\frac{c_T^2}{T}\nabla\delta T-\frac{K}{\rho_T}(\mathbf u_T-\mathbf u_L),\\
\partial_t\mathbf u_L&=-\frac{c_L^2}{T}\nabla\delta T+\frac{K}{\rho_L}(\mathbf u_T-\mathbf u_L).
\end{align}
Subtracting them, and taking a time dependence $e^{-i\omega t}$,
\begin{equation}
\mathbf u_T-\mathbf u_L=\frac{c_L^2-c_T^2}{T(\gamma-i\omega)}\nabla\delta T,\qquad
\gamma=K\left(\frac1{\rho_T}+\frac1{\rho_L}\right).
\end{equation}
The drifts themselves are of order $c^2|\nabla\delta T|/(T\omega)$. For $\omega\ll\gamma$ their difference is smaller by a factor of order $\omega/\gamma$, and (\ref{law}) applies. For $\omega\gg\gamma$ the drag is negligible and (\ref{sep}) applies, provided the temperatures still equalise quickly.

If energy is not exchanged either, and collisions inside each group are assumed to keep it in its own drifting equilibrium, each group is a gas of its own. Equation (\ref{general}) for a single velocity then gives two waves, at $c_T/\sqrt3=1732$ m/s and $c_L/\sqrt3=2887$ m/s.

The case of separate drifts with a common temperature is an idealisation. In the merger of part (a), each event transfers the momentum $\hbar\mathbf k_3$ and the energy $\hbar c_Lk_3$ together. For small differences the net rate is proportional to the exponents found there, so a drag coefficient $K$ comes with an energy exchange $(3c_L^2K/T)(\delta T_T-\delta T_L)$ per unit volume and time. With $C_T$ the heat capacity of the transverse pair, the temperatures equalise at the rate $(3c_L^2K/T)(1/C_T+1/C_L)$, which is $1.07\,\gamma$ in the numerical case. If this process dominates, temperatures and drifts decouple at nearly the same frequency, and (\ref{sep}) is not reached. The two separate gases are an idealisation as well. For three phonons with one velocity, energy and momentum conservation require $k_1+k_2=|\mathbf k_1+\mathbf k_2|$, so the wavevectors are parallel, and such collisions cannot redistribute phonons over directions. With linear branches, the three-phonon processes that do so are those that couple transverse and longitudinal phonons. Above their rate the phonons travel ballistically, unless some other process keeps each group in equilibrium.

These cases were also tested without restricting the distribution in the wave to the drifting form, by finding the eigenvalues of a linearised Boltzmann operator. In it, normal collisions relax phonons towards the drifting equilibrium of the case considered, at a rate proportional to $1+\varepsilon/(k_BT)$, and conserve the chosen quantities. At long wavelength the eigenvalues reproduce 1789 m/s for common drift, 1876 m/s for separate drifts, and the two speeds of the separate gases.

\section*{(g) Damping and the loss of the wave}

\textbf{Question.} Let resistive collisions remove crystal momentum at a rate $R$. When does the wave survive? How does a finite normal collision rate affect it?

\textbf{Solution.} Return to common drift. The momentum balance gains the term $-R\rho\mathbf u$, while the energy balance is unchanged. Equation (\ref{mom}) becomes $\rho(\partial_t+R)\mathbf u+(C/3)\nabla\delta T=0$. Applying $\partial_t+R$ to (\ref{heat}) and eliminating $\mathbf u$ as before,
\begin{equation}
(\partial_t+R)\,\partial_t\delta T=c_{II}^2\nabla^2\delta T .
\end{equation}
For $\delta T\propto e^{iqz-i\omega t}$ this reads $(-i\omega+R)(-i\omega)=-c_{II}^2q^2$, that is,
\begin{equation}
\omega^2+iR\omega-c_{II}^2q^2=0,\qquad
\omega=-\frac{iR}2\pm\sqrt{c_{II}^2q^2-\frac{R^2}4}.
\label{damped}
\end{equation}
The disturbance oscillates if $R<2c_{II}q$. At $R=c_{II}q$ its frequency is $\sqrt{3/4}=0.866$ of the undamped value; at $R=3c_{II}q$ it does not oscillate. The Boltzmann eigenvalues show both behaviours.

For a wavelength of 10 $\mu$m, the undamped frequency is $c_{II}/\lambda=179$ MHz and the threshold is $R=4\pi c_{II}/\lambda=2.25\times10^9$ s$^{-1}$. A clear wave needs much less. Even at $R=c_{II}q$, half the threshold, the amplitude falls during one period by the factor $\exp[-\pi/0.866]\approx0.03$.

In the opposite limit, $R\gg c_{II}q$, expanding the root in (\ref{damped}) gives the slow solution $\omega\approx-ic_{II}^2q^2/R$. This is heat diffusion with diffusivity $c_{II}^2/R$. The result holds while normal collisions are still much faster than $R$, so that the branches keep a common drift.

A finite normal collision rate damps the wave even when $R=0$. The distribution then lags behind local equilibrium by an amount proportional to the gradients of $\delta T$ and $\mathbf u$. The fluxes gain terms with one gradient and the balance equations gain terms with two, so the damping rate is proportional to $q^2$ at long wavelength. In the Boltzmann calculation, doubling a small $q$ multiplies the damping by 4.000. The wave therefore needs a window: its frequency must lie well above the resistive rate and well below the normal rate. The 10 $\mu$m example only illustrates the formulas. Its angular frequency is $c_{II}q=1.1\times10^9$ s$^{-1}$. An order-of-magnitude estimate of the three-phonon rate is $\gamma_G^2\hbar\omega_{\rm th}(k_BT/\hbar)^4/(\rho_mc_T^5)$, with $\hbar\omega_{\rm th}\approx2.8\,k_BT$. For a Gr\"uneisen parameter $\gamma_G$ of 1 to 2 and a mass density $\rho_m=2800$ kg/m$^3$, it gives only $10^6$ to $10^7$ s$^{-1}$ at 10 K. In a real crystal with these velocities such a short wave would be ballistic at 10 K, and second sound would need wavelengths well beyond a millimetre.

\section*{(h) Raising the temperature}

\textbf{Question.} Give all branches the cutoff $k_D=10^{10}$ m$^{-1}$. How does the speed depart from (\ref{law}) as $T$ rises, and what is its high-temperature limit?

\textbf{Solution.} The Debye temperatures $\hbar c_ik_D/k_B$ are 229 K for the transverse branches and 382 K for the longitudinal one. With the cutoff, $C_i\propto c_i^{-3}J(\hbar c_ik_D/k_BT)$, where
\begin{equation}
J(y)=\int_0^y\frac{x^4e^x}{(e^x-1)^2}\,dx
\end{equation}
increases with $y$. The faster branch has the larger $y$ and loses a smaller fraction of its integral. Its share of the heat capacity rises above the low-temperature value, and since (\ref{general}) makes $1/(3c_{II}^2)$ the mean of $c_i^{-2}$ with weights $C_i$, the speed rises too.

Equation (\ref{general}) gives 1789 m/s at 10 K, 1795 m/s at 30 K, 1893 m/s at 100 K and 1944 m/s at 300 K. The low-temperature law is thus too low by about 0.4 percent at 30 K and 5 percent at 100 K, relative to the values with the cutoff.

At high temperature each mode contributes $k_B$ to the heat capacity. The branches have equal numbers of modes, so all $C_i$ become equal, and for $N$ branches
\begin{equation}
c_{II}^2\to\frac{N}{3\sum_ic_i^{-2}} ,
\end{equation}
which is $(1953\ \text{m/s})^2$ here. This limit, like the values at 30 K and above, belongs to the momentum-conserving model and does not predict that the wave will be seen. Umklapp collisions change the total crystal momentum by a reciprocal-lattice vector and add to $R$. Two phonons can merge in this way only if their summed wavevector leaves the zone, so at least one of them must lie beyond about half the cutoff. At 30 K such phonons already carry about half of the heat capacity in this model, and part (g) then decides whether any wave remains. The linear dispersion assumed here also fails near the zone boundary of a real crystal.

The main numerical values are listed in the output below.

\section*{Computed results}
\begin{verbatim}
Transverse speed (two branches): 3000 m/s
Longitudinal speed: 5000 m/s
Temperature: 10 K
Energy density, each transverse: 3775.02 J/m^3
Heat capacity, each transverse: 1510.01 J/(m^3 K)
Inertia rho, each transverse: 5.5926e-04 kg/m^3
Energy density, longitudinal: 815.40 J/m^3
Heat capacity, longitudinal: 326.16 J/(m^3 K)
Inertia rho, longitudinal: 4.3488e-05 kg/m^3
Total energy density: 8365.45 J/m^3
Total heat capacity: 3346.18 J/(m^3 K)
Total inertia rho: 1.1620e-03 kg/m^3
Heat flux per unit drift speed: 11153.93 J/m^3
Momentum-flux change per kelvin: 1115.39 Pa/K
Sum of c^-3: 8.20741e-11 s^3/m^3
Sum of c^-5: 8.55045e-18 s^5/m^5
Squared second-sound speed, law: 3.19960e+06 m^2/s^2
Second-sound speed, law: 1788.74 m/s
Second-sound speed, drifting-Bose moments: 1788.74 m/s
Second-sound speed, Boltzmann eigenvalue: 1788.74 m/s
Transverse speed / sqrt(3): 1732.05 m/s
Longitudinal speed / sqrt(3): 2886.75 m/s
Debye mean speed: 3318.73 m/s
Debye mean speed / sqrt(3): 1916.07 m/s
Separate drifts, common T, formula: 1876.13 m/s
Separate drifts, common T, eigenvalue: 1876.13 m/s
Separate gases, eigenvalues: 1732.05, 2886.75 m/s
Damping ratio when q is doubled: 4.0000 (no unit)
Oscillation frequency/(c_II q) at R = c_II q: 0.8660 (no unit)
Oscillation frequency/(c_II q) at R = 3 c_II q: 0.0000 (no unit)
c_T/c_L at largest excess: 0.7445 (no unit)
Largest excess over c_T/sqrt(3): 4.04 percent
Example wavelength: 10 micrometre
Example wave frequency: 178.87 MHz
Largest resistive rate for propagation: 2.2478e+09 1/s
Cutoff wavevector: 1.0e+10 1/m
Transverse Debye temperature: 229.1 K
Longitudinal Debye temperature: 381.9 K
Speed with cutoff at 10 K: 1788.74 m/s
Speed with cutoff at 30 K: 1795.29 m/s
Speed with cutoff at 100 K: 1892.58 m/s
Speed with cutoff at 300 K: 1944.03 m/s
Speed with cutoff at 3000 K: 1952.74 m/s
High-temperature limit of cutoff formula: 1952.83 m/s
\end{verbatim}
